# Why semilocal functionals share a hole between two distant molecules

An extreme-ultraviolet photon absorbed in a resist film can eject an electron and leave a positive hole behind, and the chemistry that follows depends on which molecule carries it. A semilocal calculation of two well-separated identical molecules with one electron missing tends to put half a hole on each and to report that this is more stable than a whole hole on one. For two boron atoms the gain computed with the PBE functional is 2.36 eV. Taken at face value, it would lower the ionization energy of the pair from 8.68 eV to $8.68-2.36=6.32$ eV because of a second atom too far away to matter. The gain is an error of the functional.

## What the exact energies do

Let two identical fragments A lie a distance $R$ apart with fixed nuclei. A neutral fragment has $N$ electrons and energy $E(N)$; its cation has energy $E(N-1)$. The two states with a one-sided hole are $|A^+A\rangle$ and $|AA^+\rangle$. For $R\to\infty$ each has energy $E(N)+E(N-1)$. The shared states are

$$|D_\pm\rangle=\frac{|A^+A\rangle\pm|AA^+\rangle}{\sqrt2}.$$

Their energy is the average of two equal energies, plus or minus the matrix element that carries an electron across the gap. This element and the overlap of the two states vanish as the tails of the fragments cease to overlap, so

$$E_D=E_L=E(N)+E(N-1)\qquad(R\to\infty).$$

The density of $D_\pm$ is nevertheless different: each fragment carries the average of the neutral and cationic densities, that is, $N-\tfrac12$ electrons. A functional that treats distant fragments separately must therefore satisfy

$$2E(N-\tfrac12)=E(N)+E(N-1).$$

Full configuration interaction, which is exact within its basis, shows the equality for boron in the minimal STO-3G basis. At 20 nm the shared state has 4.5 electrons on each atom and energy $-48.199080$ Ha. The separate atoms give $-24.189265-24.009815=-48.199080$ Ha.

## What a semilocal functional does

A semilocal exchange-correlation energy is an integral over space of a function of the density and other quantities at the same point. Two distant fragments then contribute separately, and the shared hole costs $2E(N-\tfrac12)$ apart from electrostatics. The error is

$$\delta=2E(N-\tfrac12)-E(N)-E(N-1).$$

It is negative if the computed energy is convex between the integers. Convexity is the usual behaviour of semilocal functionals, not a theorem for every functional and system, so it has to be computed.

Boron makes a clean case. B$^+$ has closed subshells, and neutral B adds one 2p electron, here kept along the line joining the atoms. Let $f$ be the occupation of this orbital: $f=0$ is B$^+$, $f=1$ is B, and the hole share is $1-f$. In the cc-pVDZ basis PBE gives

- $E(0)=-24.288070$ Ha,
- $E(\tfrac12)=-24.491065$ Ha,
- $E(1)=-24.607210$ Ha.

Hence $\delta=-48.982130+48.895280=-0.086850$ Ha, or $-2.36$ eV. The local spin-density approximation (LSDA) gives $-2.39$ eV and the meta-GGA TPSS gives $-2.23$ eV. Adding diffuse functions changes the PBE value to $-2.34$ eV, and the larger aug-cc-pVTZ basis gives $-2.32$ eV. The cc-pVDZ values used below therefore carry a basis error of about 0.04 eV in $\delta$; further decimals serve only to compare calculations in the same basis.

## Where the energy comes from

Atomic units are used in the derivations. Hold the orbitals fixed, with core density $n_c$ and frontier orbital $p$, so that $n_f=n_c+f|p|^2$. Kinetic and nuclear-attraction energies are linear in $f$ and cancel in $\delta$. The Hartree energy is

$$E_H(f)=E_H(0)+f\,(n_c|pp)+\tfrac12f^2J,\qquad J=(pp|pp),$$

where $(a|b)$ is the Coulomb integral between two densities. The linear term cancels as well, and the quadratic term leaves

$$\delta_H=2\cdot\tfrac12\cdot\tfrac14J-\tfrac12J=-\tfrac14J.$$

This is the classical gain from dividing a charge in two. It is spurious, because one electron does not repel itself. Exact exchange contains $-\tfrac12f^2J$ for the same orbital, contributes $+J/4$, and removes the gain completely.

PBE does not. With the orbitals of the half-filled atom, $J=13.43$ eV and $\delta_H=-3.36$ eV, while exchange and correlation return only $+0.62$ eV, or 18% of what is needed. The frozen-orbital error is therefore $-2.74$ eV.

Relaxation reduces it. At $f=0$ and $f=1$ the frozen orbitals are not optimal, so the relaxed energies there are lower. Both enter $\delta$ with a minus sign, which makes $\delta$ less negative, here by 0.38 eV, and gives $-2.36$ eV.

## Why semilocal exchange cannot cancel it

Consider the frontier electron alone, in the shared orbital $\phi=(p_L+p_R)/\sqrt2$. The exact exchange hole around it is $-|\phi(\mathbf r')|^2$, wherever the electron is. It removes half an electron on the left and half on the right. The exchange energy within one fragment is the product of half an electron, half a hole and the factor $\tfrac12$ of pair counting:

$$-\tfrac12\cdot\tfrac12\cdot\tfrac12J=-\tfrac18J.$$

This is $-\tfrac12f^2J$ at $f=\tfrac12$.

Local exchange uses instead the hole of a uniform electron gas, which removes one whole electron from the neighbourhood. It has no information that half of the orbital is elsewhere. Nearby it removes too much repulsion, and the energy is too low. Since its energy density varies as $n^{4/3}$,

$$E_x^{\rm local}[f|p|^2]=f^{4/3}E_x^{\rm local}[|p|^2].$$

If this were correct at $f=1$, it would exceed the exact magnitude at $f=\tfrac12$ by the factor $f^{4/3}/f^2=2^{2/3}=1.59$. A gradient correction does not restore the missing information. The reduced gradient, proportional to $|\nabla n|/n^{4/3}$, grows as $f^{-1/3}$ when the density is scaled down, and PBE exchange is enhanced as it grows.

For the lone boron 2p density, PBE exchange is $-7.41$ eV at $f=1$, against an exact $-6.71$ eV, a ratio of 1.10. At $f=\tfrac12$ it is $-3.08$ eV, against $-1.68$ eV within the atom, a ratio of 1.83. The ratio grows by $1.83/1.10=1.66$, somewhat more than 1.59, as the gradient argument requires. Both states have exchange that is too negative, but the shared one is worse:

- shared: $2(-3.08+1.68)=-2.80$ eV,
- one-sided: $-7.41+6.71=-0.70$ eV.

The difference, $-2.10$ eV, favours sharing. In the real atom the frozen error is larger still. For local exchange the reason can be seen directly: the curvature of $n^{4/3}$ is proportional to $n^{-2/3}$, so same-spin core density makes exchange more nearly linear in $f$ and weakens the compensation.

## The same error in the orbital energies

When $f$ changes, the first-order response of the orbitals does not alter the energy, because they are already optimal at fixed norm. Only the explicit dependence remains, and $dE/df=\varepsilon(f)$, the frontier orbital energy. Then

$$\delta=[E(\tfrac12)-E(0)]-[E(1)-E(\tfrac12)]
=\int_0^{1/2}\!\varepsilon\,df-\int_{1/2}^1\!\varepsilon\,df.$$

For a straight line $\varepsilon(f)=\varepsilon(0)+\kappa f$, the two integrals are $\varepsilon(0)/2+\kappa/8$ and $\varepsilon(0)/2+3\kappa/8$. Hence

$$\delta=-\frac{\kappa}{4}=-\frac{\varepsilon(1)-\varepsilon(0)}4.$$

The PBE levels are $-13.42$ eV in the cation and $-4.05$ eV in the neutral atom, which gives $-2.34$ eV. Numerical integration of the levels gives $-2.36$ eV, in agreement with the total energies.

The levels also show how the calculation goes wrong. The empty level of the cation lies 9.37 eV below the filled level of the distant neutral atom. Moving a small charge $df$ to the cation lowers the energy by $9.37\,df$ eV, so the energy keeps falling until the levels meet at half filling. An iteration that starts with a one-sided hole and refills the lowest levels with whole electrons at each step cannot settle there, because an empty level lies below a filled one; it may fail to converge. One that holds the occupied orbitals in place can stay one-sided, because the two atoms are barely coupled, so a one-sided result does not show that the functional is free of the error.

## Finite distance, and more than two fragments

Let the hole be divided into shares $x$ and $1-x$. With the straight-line level, each fragment deviates from linear interpolation by $2\delta x(1-x)$. The two charges repel with energy $x(1-x)/R$. Relative to separate A and A$^+$, and to leading order in $1/R$,

$$\Delta E(x)=4x(1-x)\left(\delta+\frac1{4R}\right).$$

The shared hole is lowest if $R>1/(4|\delta|)$; below that distance the one-sided hole wins within this model. For widely separated boron atoms the formula gives $-0.89$ eV at shares 0.1057 and 0.8943. The direct PBE result is also $-0.89$ eV.

The repulsion is itself spurious. Two cores of charge $+1$ repel with $1/R$, and their attraction to the distant halves of the shared electron contributes $-1/R$. What remains, $1/(4R)$, is the repulsion between two halves of the same electron. Exact exchange cancels it.

An atom with half a hole also has an axial quadrupole moment $\Theta$, defined as the charge-weighted integral of $(3z^2-r^2)/2$. Its potential on the axis is $\Theta/R^3$. Two such atoms, each in the field of a half charge, give $2\cdot\tfrac12\Theta/R^3=\Theta/R^3$. With $\Theta=-0.971\,e\,a_0^2$, where $a_0$ is the bohr radius, the prediction at 1 nm, relative to separate B and B$^+$, is

$$-2.3633+0.3600-0.0039=-2.0072\ \text{eV}.$$

A self-consistent PBE calculation of the whole pair gives $-2.0077$ eV. At 2 nm the prediction is $-2.1838$ eV and the calculation gives $-2.1839$ eV. The remainder has the sign and order of magnitude of mutual polarization, but it is too small here to establish how it varies with distance. The tunnelling energy at 1 nm, taken as half the level splitting, is about $5\times10^{-6}$ eV in this basis. Diffuse functions, which describe the orbital tails better, raise it to about $9\times10^{-5}$ eV in aug-cc-pVDZ. The value is thus not converged, but it is negligible beside $\delta$.

The formal crossover for boron, 0.15 nm, is too short for the atoms to count as separate. It shows only that sharing wins wherever the formula can be trusted.

With $M$ distant fragments, each holding a share $1/M$, the straight-line model gives

$$\Delta E_M=M\cdot2\delta\,\frac1M\left(1-\frac1M\right)=2\delta\left(1-\frac1M\right).$$

As long as the fragments are far enough apart for their mutual repulsion to be neglected, the error grows with their number and tends to $2\delta$, or $-4.73$ eV here. The ionization energy then tends to $8.684-4.727=3.957$ eV. Without the straight-line assumption the limit is $-\varepsilon(1)=4.05$ eV, since each fragment loses only an infinitesimal charge.

## How this carries over to a resist film

Boron has a compact orbital, and $|\delta|$ should be smaller for a molecule whose hole is more spread out. The estimate below is for one assumed size; in the same model $|\delta|$ grows as $1/a$ if the hole is confined to a smaller group. As a rough model, put the hole on a spherical shell of radius $a=0.35$ nm. Then $J=1.44\ \text{eV nm}/a=4.1$ eV. If boron's ratio $|\delta|/(J/4)=2.36/3.36=0.70$ is carried over, which is an assumption, $\delta\approx-0.7$ eV and the crossover is $a/0.70=0.5$ nm. Two such shells already touch at 0.7 nm, so the isolated pair favours sharing at every distance the model allows, though by only 0.2 eV at contact. Real films also break two assumptions of the isolated pair:

- **Nuclear relaxation.** If a whole hole gains $E_{\rm rel}$ and the gain is quadratic in charge, two half holes gain $2\cdot\tfrac14E_{\rm rel}$. This favours the one-sided hole by $E_{\rm rel}/2$, roughly 0.05 eV for a rigid organic molecule with $E_{\rm rel}$ near 0.1 eV, and more for a flexible one.
- **Electronic polarization of the surroundings.** In a semilocal calculation it follows the average charge. For a sphere in a medium of dielectric constant 2.5, a whole charge gains $(1-1/2.5)\times1.44/(2\times0.35)=1.2$ eV, and two distant half charges gain half as much. For distant molecules this shifts the balance by 0.6 eV towards the one-sided hole. For close neighbours the shift is smaller, about 0.3 eV at contact, because the medium also screens the repulsion between the two half charges.

In this model, where one radius serves both for the hole and for the cavity, the second correction is comparable with the preference for sharing, both at large distance and at contact. The hole of a real molecule can be much more compact than its cavity. For phenol, PBE in the small 6-31G basis at an idealized geometry gives $J\approx8.5$ eV, which corresponds to $a\approx0.17$ nm, and $\delta\approx-1.5$ eV; these are rough values, not converged in basis. With a 0.35 nm cavity, sharing is then preferred by 1.5 eV at large distance and by about 1.0 eV at 0.7 nm, and the shifts of 0.6 and 0.3 eV reduce this without reversing it. The semilocal preference in a film thus depends on the size of the hole, the spacing and the surroundings, and a reversal is plausible only for widely spread holes. In either case the computed preference is not evidence of where the physical hole resides.

## What to do about it

**Measure the error first.** Compute $\delta$ for one molecule from $E(N)$, $E(N-1)$ and a half-integer occupation, or estimate it from the frontier levels of the neutral molecule and its cation. If $|\delta|$ is comparable with the energy differences of interest, the hole distribution from that functional should not be used.

**Use whole charges for ionization energies.** The difference $E(N-1)-E(N)$ on a single molecule avoids the half-integer error, though other errors of the functional remain. A constraint that holds the whole charge on one molecule of a pair avoids it in the same way. It does not make the energies of one-sided and shared holes comparable.

**Add exact exchange with care.** In Hartree–Fock theory the energy at fixed orbitals is linear in $f$, since the $f^2J/2$ terms cancel. The relaxed energy is the minimum over many straight lines and is therefore concave, so $\delta\ge0$. For boron $\delta=+0.26$ eV: Hartree–Fock errs towards the one-sided hole. Linear interpolation between PBE and Hartree–Fock suggests that 25% exact exchange leaves

$$0.75(-2.36)+0.25(0.26)=-1.71\ \text{eV},$$

and that the error vanishes near 90%. These are estimates for this atom, not hybrid calculations or a recommended fraction. A global hybrid also keeps part of the spurious $1/(4R)$. A range-separated hybrid with full exact exchange at long range removes that part, and its range parameter can be chosen to bring $\delta$ close to zero for the molecule in question. The choice should be checked again in the film, where the surroundings change the balance.

The numerical output lists the energies and their separate contributions.

## Computed results

```
Full CI, STO-3G, pair at 20 nm
  E(B) = -24.189265 Ha, E(B+) = -24.009815 Ha
  E(pair, shared hole) = -48.199080 Ha
  shared minus one-sided = -0.000001 eV
  electrons on left atom = 4.5000
Atoms in cc-pVDZ: delta relaxed, delta frozen orbitals
  LSDA  -2.3923 eV   -2.7687 eV
  PBE   -2.3633 eV   -2.7397 eV
  TPSS  -2.2262 eV   -2.6020 eV
  HF     0.2580 eV    0.0000 eV
PBE energies of one atom
  E(f=0)   = -24.288070 Ha
  E(f=1/2) = -24.491065 Ha
  E(f=1)   = -24.607210 Ha
  E(B+) - E(B) = 8.684 eV
PBE frozen-orbital parts of delta
  J = 13.428 eV
  Hartree part = -3.357 eV
  exchange-correlation part = 0.617 eV
  share of Hartree part cancelled = 0.184
  orbital relaxation = 0.376 eV
Exchange of the lone 2p density: PBE, exact on-atom, ratio
  f=1.0  -7.412 eV  -6.714 eV  1.104
  f=0.5  -3.077 eV  -1.678 eV  1.833
PBE 2p level: f=0 -13.421 eV, f=1/2 -8.651 eV, f=1 -4.049 eV
  delta from level integral = -2.3636 eV
  delta from straight-line level = -2.3431 eV
PBE energy against one-sided hole, far apart
  hole shares 0.106/0.894: -0.8888 eV
  hole shares 0.394/0.606: -2.2570 eV
  hole shares 0.500/0.500: -2.3633 eV
PBE whole pair, shared hole, against separate B and B+
  R = 1.0 nm: direct -2.0077 eV
    1/(4R) term 0.3600 eV, quadrupole term -0.00391 eV
    unexplained rest -0.00044 eV, half level splitting 5.4e-06 eV
  R = 2.0 nm: direct -2.1839 eV
    1/(4R) term 0.1800 eV, quadrupole term -0.00049 eV
    unexplained rest -0.00003 eV, half level splitting 0.0e+00 eV
Quadrupole moment, half-charged atom = -0.971 e bohr^2
Rough crossover length 1/(4|delta|), PBE = 0.152 nm
PBE delta with diffuse functions = -2.3376 eV
Thermal energy at 300 K = 0.0259 eV
```
